Maximum Energy Transfer from a Relativistic Electron to a Heavy Nucleus

## First half: the heavy-nucleus result and its use

A fast electron passing through a solid can strike a nucleus and set it moving. If the nucleus receives enough kinetic energy, its atom can leave its lattice site. This problem asks for the largest energy that one such collision can deliver.

The electron has rest energy mc² and kinetic energy E, so its total energy is W = E + mc². Its momentum before the collision has magnitude p. The nucleus has mass M and is initially at rest. After the collision it has momentum of magnitude P and kinetic energy T, called the recoil energy. The speed of light is c.

The collision is elastic: no radiation is emitted, and the nucleus stays in its internal state. The nucleus is treated as free during the collision, so the forces from neighbouring atoms are neglected. Energy and momentum are then shared between two bodies alone.

The numerical example uses a nucleus of mass 28 u, an electron of kinetic energy 250 keV and, from part (e) on, a required recoil energy of 20 eV. These are chosen model parameters. The rest energies are mc² = 510.999 keV and Mc² = 2.60818 × 10⁷ keV.

(a) Express the electron's momentum through its kinetic energy. Is the Newtonian relation p² = 2mE good enough at 250 keV?

Solution. For an electron of speed v, the relativistic momentum and total energy are

p = γmv,  W = γmc²,  γ = 1/√(1 − v²/c²).

The speed is eliminated by subtracting p²c² from W²:

W² − p²c² = γ²m²c⁴ − γ²m²v²c²
= γ²m²c⁴(1 − v²/c²)
= m²c⁴.

The last step uses γ²(1 − v²/c²) = 1. Now put W = E + mc² and expand the square:

p²c² = (E + mc²)² − m²c⁴
= E² + 2Emc² + m²c⁴ − m²c⁴
= E(E + 2mc²).

The same relation follows from work. A force dp/dt acting on an electron of speed v does work v dp while the momentum grows by dp. Dividing the expressions for p and W gives v = pc²/W, which is also the derivative of W = √(p²c² + m²c⁴) with respect to p. The work done from rest is therefore W − mc², which is E.

Dividing the momentum relation by c² gives

p² = 2mE + E²/c² = 2mE[1 + E/(2mc²)].

The first term is the Newtonian one. The second is negligible only if E ≪ 2mc². For the example,

p²c² = 250 × (250 + 2 × 510.999) keV² ≈ 3.180 × 10⁵ keV²,
pc ≈ 563.9 keV.

The bracket equals 1 + 250/1021.998 ≈ 1.245, so the Newtonian expression for p² is too small by this factor. The speed is v/c = pc/W = 563.9/761.0 ≈ 0.74. The electron needs relativistic treatment.

(b) Show that the nucleus cannot receive more momentum than 2p. Under what condition does a collision that reverses the electron's direction come close to this limit?

Solution. Let p′ be the magnitude of the electron's final momentum. The nucleus starts at rest, so its kinetic energy cannot decrease. The electron therefore cannot gain energy, and p′ ≤ p. Momentum conservation makes the recoil momentum the vector difference between the electron's initial and final momenta. The length of a difference of two vectors is at most the sum of their lengths, so

P ≤ p + p′ ≤ 2p.

The first inequality becomes an equality when the electron is sent straight back. The second would become one if the electron lost no energy. Some energy must be lost, since the nucleus moves afterwards, and the question is how much.

The nucleus obeys the same energy–momentum relation as the electron, with M in place of m. Its total energy after the collision is T + Mc², so

(T + Mc²)² = P²c² + M²c⁴.

Expanding the left side and cancelling M²c⁴ gives

T² + 2Mc²T = P²c².

Since T² is not negative, 2Mc²T ≤ P²c². Division by 2Mc² and use of P ≤ 2p give

T ≤ P²/(2M) ≤ 2p²/M.

This bounds the change in the electron's momentum. The electron's energy falls from W to W − T, and its rest energy stays the same. Hence

(p² − p′²)c² = W² − (W − T)² = 2WT − T² ≤ 2WT.

Divide by p²c² and insert T ≤ 2p²/M:

1 − p′²/p² ≤ 2WT/(p²c²) ≤ 4W/(Mc²).

If the right side is small, p′ is close to p. The condition is that the electron's total energy W be small compared with the rest energy of the nucleus. It is not enough that m ≪ M, because W grows with E. In the example W = 761.0 keV, and

4W/(Mc²) = 4 × 761.0/(2.60818 × 10⁷) ≈ 1.2 × 10⁻⁴.

The electron therefore rebounds with almost its original momentum, and the nucleus receives

P ≈ p − (−p) = 2p.

The minus sign in the bracket is the reversed direction of the electron. A stopped electron would deliver only p. The rebound delivers the second p.

(c) Find the largest recoil energy of a heavy nucleus in terms of E, and evaluate it for the example.

Solution. The identity T² + 2Mc²T = P²c² from part (b), divided by 2Mc²T, reads

P²/(2MT) = 1 + T/(2Mc²).

The Newtonian expression P²/(2M) for the recoil energy thus exceeds T by the relative amount T/(2Mc²). In the example this is 4.7 × 10⁻¹⁰. The nucleus is slow even though the electron is fast: its speed is about Pc²/(Mc²), which in units of c is 1127.8/(2.60818 × 10⁷) ≈ 4.3 × 10⁻⁵. Newtonian mechanics serves for the nucleus, while the electron keeps its relativistic momentum.

With P ≈ 2p, the largest recoil energy is

T_max ≈ (2p)²/(2M) = 4p²/(2M) = 2p²/M.

To use the result of part (a), multiply numerator and denominator by c²:

T_max ≈ 2p²c²/(Mc²) = 2E(E + 2mc²)/(Mc²).

Part (b) showed that T can never exceed 2p²/M, and that direct reversal from a heavy nucleus nearly reaches this value. The formula is therefore both an upper bound within the stated assumptions and a good approximation to the maximum. The units agree as well: an energy squared is divided by an energy.

For the example,

T_max ≈ 2 × 317999/(2.60818 × 10⁷) keV
≈ 0.0244 keV = 24.4 eV.

This is about one ten-thousandth of the electron's kinetic energy, although the nucleus takes twice the electron's initial momentum. The two statements are compatible. Momentum conservation requires only that the momentum changes of the two bodies over the whole collision be equal and opposite; it does not require equal energies. The energy given to the nucleus is force times the distance the nucleus moves, and a heavy nucleus moves little while the force acts.

(d) Examine the limits of low and high electron energy. How fast does the recoil energy grow with E?

Solution. Multiplying out the bracket separates two contributions:

T_max ≈ 4mE/M + 2E²/(Mc²).

The first is the Newtonian result. For the example it is

4 × 510.999 × 250/(2.60818 × 10⁷) keV ≈ 19.6 eV.

The second is

2 × 250²/(2.60818 × 10⁷) keV ≈ 4.8 eV.

Their sum is the 24.4 eV found above. The ratio of the full result to the Newtonian one is

1 + E/(2mc²),

the same factor that corrected p² in part (a). It appears here because the recoil energy is proportional to p². At equal kinetic energy the electron has more momentum than Newtonian mechanics assigns to it, and the nucleus responds to the momentum.

For E ≪ 2mc² the first contribution dominates and T_max is proportional to E. For E ≫ 2mc² the second dominates and T_max approaches 2E²/(Mc²), provided that E is still small compared with Mc². The two are equal at E = 2mc², about 1022 keV.

The local rate of growth follows from the logarithm of the formula. Since ln T_max contains ln E + ln(E + 2mc²) and a constant,

d ln T_max/d ln E = E[1/E + 1/(E + 2mc²)]
= 1 + E/(E + 2mc²).

This rises from 1 at low energy towards 2 for E ≫ 2mc², as long as E remains small compared with Mc². At 250 keV it is 1 + 250/1272 ≈ 1.20, so a one per cent rise in E gives a rise of about 1.2 per cent in the maximum recoil energy. Over a larger step, from 500 to 1000 keV, the maximum recoil energy grows from about 58 to 155 eV. This is a factor of about 2.7 for a doubling of E, between the factors 2 and 4 of the two limits.

At fixed E the result is inversely proportional to M. All heavy nuclei receive nearly the same momentum 2p, and a given momentum carries less kinetic energy in a heavier body.

(e) Suppose that displacing an atom requires a recoil energy T_d. Find the smallest electron energy that can supply it, first in general and then for T_d = 20 eV. Can the 250 keV electron do so?

Solution. Call the required electron energy E_th. Setting T_max = T_d and multiplying by Mc²/2 gives

E_th(E_th + 2mc²) = Mc²T_d/2.

Add m²c⁴ to both sides. The left side becomes a square:

(E_th + mc²)² = m²c⁴ + Mc²T_d/2.

The total energy E_th + mc² is positive, so the positive root is taken:

E_th = √(m²c⁴ + Mc²T_d/2) − mc².

With T_d = 0.020 keV, the second term under the root is

2.60818 × 10⁷ × 0.020/2 = 260818 keV².

The first is 510.999² ≈ 261120 keV². Therefore

E_th ≈ √521938 − 510.999 = 722.453 − 510.999
≈ 211.5 keV.

The Newtonian formula 4mE/M = T_d would give instead

E = MT_d/(4m) = 2.60818 × 10⁷ × 0.020/(4 × 510.999)
≈ 255.2 keV.

The 250 keV electron lies between these values. It can deliver 24.4 eV, which is more than T_d, while Newtonian mechanics allows only 19.6 eV. For a nucleus strictly at rest, the relativistic momentum thus decides whether the required energy can be supplied. The Newtonian shortfall is only 0.4 eV, however, which is less than the effect of thermal motion estimated in part (k).

Within the heavy-nucleus approximation, the Newtonian threshold lies above the relativistic one for every positive T_d. To see this, write y = MT_d/(2m²c²), so that E_th = mc²[√(1 + y) − 1]. Since (1 + y/2)² = 1 + y + y²/4 exceeds 1 + y, the root is less than 1 + y/2, and

E_th < mc²y/2 = MT_d/(4m).

The two thresholds approach each other when y ≪ 1.

The threshold is sensitive to the choice of T_d. Differentiating (E_th + mc²)² = m²c⁴ + Mc²T_d/2 gives

2(E_th + mc²) dE_th/dT_d = Mc²/2,
dE_th/dT_d = Mc²/[4(E_th + mc²)].

Near 20 eV this is 2.60818 × 10⁷/(4 × 722.453) ≈ 9.0 × 10³. A change of 1 eV in T_d moves the threshold by about 9 keV. The calculated threshold is therefore no more certain than the assumed displacement energy permits.

Reaching E_th is a necessary condition for supplying T_d to a nucleus at rest in one direct collision with the electron. It does not give the probability of a displacement, which also depends on how often nearly head-on collisions occur and on what happens to the recoiling atom. Nor does it exclude indirect routes in a solid that contains lighter atoms. An atom of mass M₁ < M receives more energy from the electron, because T_max is proportional to 1/M₁, and in a head-on collision it passes the fraction 4M₁M/(M₁ + M)² on to the heavier atom. For M₁ = 16 u, two head-on collisions of free bodies deliver 39.5 eV at 250 keV and reach 20 eV already at about 139 keV.

## Second half: exact kinematics and the limits of the approximation

The symbols are as before: m and M are the masses of the electron and the nucleus, E is the electron's kinetic energy and W = E + mc² its total energy. The incident momentum is p, the recoil momentum P and the recoil energy T. The first half gave the following relations:

p²c² = W² − m²c⁴ = E(E + 2mc²),
P²c² = T² + 2Mc²T,
T_max ≈ 2p²/M = 2E(E + 2mc²)/(Mc²).

The last was obtained by treating the nucleus as heavy. In this half T_max continues to denote this approximate expression, and T_exact denotes the maximum without that approximation. The threshold for a recoil energy T_d was E_th = √(m²c⁴ + Mc²T_d/2) − mc². The example has E = 250 keV, M = 28 u and T_d = 20 eV.

(f) Let the nucleus recoil at an angle φ to the incident beam. Find T as a function of φ without assuming that the nucleus is heavy.

Solution. The electron's final momentum is the vector difference between its initial momentum and the recoil momentum. The law of cosines gives its magnitude p′:

p′² = p² + P² − 2pP cos φ.

Its final energy is W − T, because the nucleus has gained T. The electron's energy–momentum relation after the collision is therefore

(W − T)² = p′²c² + m²c⁴
= p²c² + m²c⁴ + P²c² − 2pPc² cos φ
= W² + P²c² − 2pPc² cos φ.

Expand the left side to W² − 2WT + T² and cancel W²:

T² − 2WT = P²c² − 2pPc² cos φ.

Now replace P²c² by T² + 2Mc²T. The terms T² cancel:

−2WT = 2Mc²T − 2pPc² cos φ.

Collect the terms with T and divide by 2:

T(W + Mc²) = pPc² cos φ.

For a real collision T and P are positive, so cos φ must be positive. The nucleus always moves into the forward half-space. To eliminate P, square the equation and use its energy–momentum relation again:

T²(W + Mc²)² = p²c² cos²φ · P²c²
= p²c² cos²φ (T² + 2Mc²T).

The solution T = 0 describes no collision. For T > 0, divide by T and collect terms:

T[(W + Mc²)² − p²c² cos²φ] = 2Mc² p²c² cos²φ.

Hence

T(φ) = 2Mc² p²c² cos²φ / [(W + Mc²)² − p²c² cos²φ].

The denominator is positive because pc < W. Squaring has removed the sign of cos φ, so the condition cos φ > 0 must be kept alongside this formula.

(g) Show that the maximum occurs for φ = 0, and find T_exact. In which direction does the electron then leave? What range of recoil angles can supply 20 eV in the example?

Solution. Write x = cos²φ, A = 2Mc²p²c², B = (W + Mc²)² and C = p²c². Then T = Ax/(B − Cx), and the quotient rule gives

dT/dx = [A(B − Cx) + ACx]/(B − Cx)²
= AB/(B − Cx)² > 0.

The recoil energy grows with cos²φ and is largest at φ = 0. Call the denominator there D. Expanding it and using W² − p²c² = m²c⁴ gives

D = W² + 2Mc²W + M²c⁴ − p²c²
= m²c⁴ + M²c⁴ + 2Mc²W.

With W = E + mc², the last term is 2Mc²E + 2mMc⁴. The terms without E combine into a square:

D = (m + M)²c⁴ + 2Mc²E.

The exact maximum is therefore

T_exact = 2Mc² E(E + 2mc²)/[(m + M)²c⁴ + 2Mc²E].

For the electron's direction, set φ = 0 in T(W + Mc²) = pPc² and insert T_exact = 2Mc²p²c²/D:

P = T_exact(W + Mc²)/(pc²) = 2Mc² p(W + Mc²)/D.

Let q = P − p. The electron's final momentum along the beam is p − P = −q, so a positive q means that it moves backwards. Over the common denominator D,

q = p[2Mc²W + 2M²c⁴ − m²c⁴ − M²c⁴ − 2Mc²W]/D
= p(M² − m²)c⁴/D.

The electron is thrown back if M > m, as for any nucleus. If the masses were equal it would stop, and if the target were lighter it would continue forwards. The reversal assumed in part (b) is thus a consequence of the conservation laws when the recoil is along the beam.

When the nucleus is heavy, W and pc are small compared with Mc², and the denominator of T(φ) is close to M²c⁴. Then

T(φ) ≈ (2p²/M) cos²φ = T_max cos²φ.

A recoil energy of at least 20 eV requires

cos²φ ≥ 20/24.4 ≈ 0.82,

so φ must be less than about 25°. The corresponding electron deflection follows from the momentum triangle. For a heavy nucleus the initial and final electron momenta have nearly equal lengths, so the triangle is isosceles. If the electron is deflected by θ, the angles at the base P are each (180° − θ)/2, and one of them is φ. Thus θ ≈ 180° − 2φ, and the electron must be deflected by more than about 130°. Only strong backward scattering can supply the required energy at this beam energy.

(h) How large is the error of the heavy-nucleus formula? State the condition for using it, and examine a case in which it fails.

Solution. The approximate maximum is 2p²c²/(Mc²), and the exact one is 2Mc²p²c²/D. Their ratio is

T_max/T_exact = D/(M²c⁴)
= 1 + 2W/(Mc²) + (m/M)².

The second line divides each term of D = M²c⁴ + 2Mc²W + m²c⁴ by M²c⁴. Both corrections are positive, so the approximation is always too high, in agreement with the upper bound in part (b). The excess relative to the exact value is small if

2(E + mc²) ≪ Mc².

This condition also ensures m ≪ M, because E is positive. For the example,

2W/(Mc²) = 2 × 760.999/(2.60818 × 10⁷) ≈ 5.8 × 10⁻⁵.

The term (m/M)² is about 4 × 10⁻¹⁰ and has no visible effect. The approximate and exact recoil energies are 24.3847 and 24.3833 eV. These digits serve to compare the two formulas. The physical result remains 24.4 eV.

A light target shows the failure. Take M = 10m and E = 3mc², so that W = 4mc². The relative excess is

2 × 4/10 + (1/10)² = 0.81.

The formula is then too high by 81 per cent of the exact value, although the target is ten times heavier than the electron. A numerical test with collisions constructed in the centre-of-momentum frame gives the same excess.

A heavy nucleus does not protect the formula at every electron energy. For M = 28 u the excess reaches one per cent when W = 0.005Mc² ≈ 1.3 × 10⁵ keV. At still higher energy the approximation contradicts energy conservation. It gives T_max > E when

2(E + 2mc²) > Mc².

The exact expression has no such fault. When E is much larger than both Mc² and mc², its numerator approaches 2Mc²E² and its denominator 2Mc²E, so the ratio T_exact/E approaches 1 from below. This limit belongs to the model of an elastic collision with a nucleus that keeps its internal state.

(i) Which neglected effect produces the leading correction 2W/(Mc²)?

Solution. Two approximations entered part (c): the electron was assumed to rebound with its full momentum, and the nucleus was treated by Newtonian mechanics. The relative error of the second is T/(2Mc²), only 4.7 × 10⁻¹⁰ in the example. The first must therefore be examined.

From part (g), the rebound momentum satisfies q/p = (M² − m²)c⁴/D. The fractional loss of momentum magnitude is

δ = 1 − q/p = [D − M²c⁴ + m²c⁴]/D
= [2Mc²W + 2m²c⁴]/D.

For a heavy nucleus D ≈ M²c⁴. The first term then gives 2W/(Mc²). The second gives 2(m/M)², which is smaller because mc² ≤ W and m ≪ M. To leading order,

δ ≈ 2W/(Mc²).

The loss has a direct meaning. The electron gives up the energy T, and a small energy change equals v times the momentum change. Its momentum magnitude therefore falls by about T/v. With T ≈ 2p²/M and p/v = W/c²,

δ ≈ T/(pv) ≈ 2p/(Mv) = 2W/(Mc²).

The recoil momentum is p + q = p(2 − δ) rather than 2p. Its square is

P² = 4p²(1 − δ/2)² ≈ 4p²(1 − δ).

The factor 1 − δ lowers the recoil energy by the relative amount 2W/(Mc²), which is the whole leading correction of part (h). In the example, the momentum of the electron times c falls from 563.914 to 563.882 keV. The fractional loss is 5.8 × 10⁻⁵ when calculated from the unrounded momenta.

(j) How does the exact kinematics change the displacement threshold?

Solution. Let W now be the total electron energy at which T_exact equals T_d. Using p²c² = W² − m²c⁴ and D = M²c⁴ + m²c⁴ + 2Mc²W from part (g), the threshold condition is

2Mc²(W² − m²c⁴) = T_d(M²c⁴ + m²c⁴ + 2Mc²W).

Divide by 2Mc²:

W² − m²c⁴ = Mc²T_d/2 + m²c²T_d/(2M) + T_dW.

Let W₀ = √(m²c⁴ + Mc²T_d/2), the total energy at the approximate threshold. Moving T_dW to the left and m²c⁴ to the right gives

W² − T_dW = W₀² + m²c²T_d/(2M).

Add T_d²/4 to both sides to complete the square:

(W − T_d/2)² = W₀² + s,
s = T_d²/4 + m²c²T_d/(2M).

The electron's final energy W − T_d cannot be less than mc², so W − T_d/2 is positive. The exact threshold is thus

W = T_d/2 + √(W₀² + s).

For positive s the root exceeds W₀ by less than s/(2W₀), since (W₀ + s/(2W₀))² is greater than W₀² + s. In the example both terms of s are about 1.0 × 10⁻⁴ keV², and W₀ = 722.453 keV. The extra amount is below about 1.4 × 10⁻⁷ keV, or 1.4 × 10⁻⁴ eV. The threshold therefore rises by T_d/2 = 10 eV almost without further correction. The numerical output gives 211.454 keV for the approximate formula and 211.464 keV for the exact kinematics.

The shift T_d/2 has a simple interpretation. The electron has total energy W before the collision and W − T_d after it. Their mean is W − T_d/2. At threshold, the heavy-nucleus formula gives this mean energy, apart from the tiny effect of s. The incident electron must start half of T_d above the mean.

This correction has no practical weight when T_d itself is uncertain. According to part (e), a change of only about 0.001 eV in T_d moves the threshold by the same 10 eV.

(k) What happens if the nucleus is already moving, or if the electron also emits a photon?

Solution. First let a heavy nucleus have a small initial momentum P₀ along the beam, with kinetic energy T₀ = P₀²/(2M). A head-on collision adds approximately 2p. The final kinetic energy is

(P₀ + 2p)²/(2M) = T₀ + 2pP₀/M + 2p²/M.

The last term is T_max. The middle term can be written with the two energies. Since T₀T_max = P₀²p²/M², it equals 2√(T₀T_max). If the nucleus initially moves against the beam, this term changes sign.

The initial motion also changes the momentum transfer slightly. In the frame of a nucleus moving slowly with velocity V₀ along the beam, the electron's momentum is about p − WV₀/c² = p(1 − V₀/v). The resulting relative energy change, 2V₀/v, is smaller than the middle term's relative size MV₀/p by the factor 2p/(Mv) = 2W/(Mc²), and is neglected.

Relative to T_max, the middle term has magnitude 2√(T₀/T_max). It equals the finite-mass correction 2W/(Mc²) when

T₀ = T_max[W/(Mc²)]²
≈ 24.4 × (2.9 × 10⁻⁵)² eV ≈ 2 × 10⁻⁸ eV.

For a larger initial energy along the beam, the motion of the nucleus matters more than its finite mass. The condition that the nucleus starts at rest is therefore a real limitation: an electron below E_th can bring a nucleus already moving in the favourable direction up to T_d. The final energy is (√T₀ + √T_max)², so the requirement becomes √T_max ≥ √T_d − √T₀. The classical mean thermal energy along one direction at 300 K is T₀ = k_B × 300 K/2 ≈ 13 meV. With this value the middle term at 250 keV is about 1.1 eV, and the threshold for 20 eV falls from 211.5 to about 202 keV. This shift of about 9 keV is far larger than the 10 eV of part (j). The Newtonian 19.6 eV of part (e) would likewise rise to about 20.6 eV, above T_d.

Now return to a nucleus at rest and let one photon of energy k be emitted. Its momentum is k/c. Let W′ and p′ be the electron's final total energy and momentum. Energy conservation requires W′ + k ≤ W, and the recoil momentum obeys

Pc ≤ pc + p′c + k
≤ pc + √(W′² − m²c⁴) + W − W′.

The derivative of the right side with respect to W′ is W′/(p′c) − 1, which is positive because W′ > p′c. The right side is largest at W′ = W, where it equals 2pc. Emission of a photon therefore cannot raise the recoil energy above the bound 2p²/M. Elastic reversal from a heavy nucleus initially at rest already comes close to that bound, as part (b) showed.

Values computed for the example and the checks

```
INPUTS
nuclear mass: 28 u
electron kinetic energy E: 250 keV
displacement energy T_d: 20 eV
electron rest energy: 510.999 keV
nuclear rest energy: 2.60818e+07 keV
HEAD-ON COLLISION
total electron energy W: 760.999 keV
E(E+2mc^2): 317999 keV^2
incident momentum times c: 563.914 keV
rebound momentum times c: 563.882 keV
recoil momentum times c: 1127.796 keV
fractional electron momentum loss: 5.835e-05
2W/(Mc^2): 5.835e-05
relative error of P^2/(2M): 4.67e-10
T_max, approximate formula: 24.3847 eV
T_max, exact kinematics: 24.3833 eV
relative excess of approximation: 5.836e-05
T_max, nonrelativistic 4mE/M: 19.5921 eV
relativistic factor 1+E/(2mc^2): 1.2446
LIGHT TARGET M = 10 m, E = 3 mc^2
relative excess of approximation: 0.8100
THRESHOLD FOR T_d
relativistic formula: 211.454 keV
exact kinematics: 211.464 keV
exact minus formula: 10.000 eV
nonrelativistic formula: 255.204 keV
TABLE: E (keV), T approximate, exact, nonrelativistic (eV)
100 8.604 8.603 7.837
250 24.385 24.383 19.592
500 58.355 58.350 39.184
1000 155.050 155.032 78.369
```
